# The Regular Representation of a Finite Group and Its Reduction for D3: verification in Python

```python
# Result under test: for a finite group G and complex representations, the
# regular representation L(g)|h> = |gh> contains each irrep as many times as
# its dimension d, so the sum of d^2 over inequivalent irreps is the order |G|.
# The explicit reducing basis is sqrt(d/|G|) * sum_g conj(D_ij(g)) |g>, where
# D(g) is a unitary irrep matrix, i the partner index and j the copy index.
# R(h)|g> = |g h^-1> is right multiplication. The example is a hopping model
# on six sites that D3 permutes; lengths in bohr, energies in Ry.
import numpy as np
from scipy.linalg import block_diag
from scipy.constants import physical_constants

rng = np.random.default_rng(7)


def generate(generators):
    """All products of the generating matrices."""
    elements = [np.eye(len(generators[0]), dtype=complex)]
    for x in elements:                     # the list grows while it is read
        for s in generators:
            y = s @ x
            if not any(np.allclose(y, z) for z in elements):
                elements.append(y)
    return np.array(elements)


def find(elements, matrix):
    """Index of a matrix in the group; fails if the set is not closed."""
    distance = np.abs(elements - matrix).max(axis=(1, 2))
    assert distance.min() < 1e-9
    return int(distance.argmin())


def regular(elements, side="left"):
    n = len(elements)
    rep = np.zeros((n, n, n))
    for a in range(n):
        for b in range(n):
            if side == "left":
                image = elements[a] @ elements[b]
            else:
                image = elements[b] @ np.linalg.inv(elements[a])
            rep[a, find(elements, image), b] = 1
    return rep


def clusters(values, tol=1e-7):
    """Index groups of equal entries in an ascending list."""
    cuts = np.where(np.diff(values) > tol)[0] + 1
    return np.split(np.arange(len(values)), cuts)


def degeneracies(matrix):
    return sorted(len(c) for c in clusters(np.linalg.eigvalsh(matrix)))


def split_numerically(rep):
    """[dimension, copies] of each irrep found, without character formulas."""
    n = rep.shape[1]
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    a = a + a.conj().T
    symmetric = np.mean([g @ a @ g.T for g in rep], axis=0)
    values, vectors = np.linalg.eigh(symmetric)
    classes = []
    for c in clusters(values):
        v = vectors[:, c]
        d = len(c)
        small = np.array([v.conj().T @ g @ v for g in rep])
        # matrices spanning the full d x d algebra leave no subspace invariant
        assert np.linalg.matrix_rank(small.reshape(len(rep), -1),
                                     tol=1e-8) == d * d
        for entry in classes:
            if entry[0] != d:
                continue
            b = rng.normal(size=(d, d)) + 1j * rng.normal(size=(d, d))
            link = np.mean([x @ b @ y.conj().T
                            for x, y in zip(entry[2], small)], axis=0)
            if np.abs(link).max() > 1e-8:  # nonzero intertwiner: equivalent
                entry[1] += 1
                break
        else:
            classes.append([d, 1, small])
    return sorted([d, m] for d, m, _ in classes)


def copies(big, small):
    """Number of independent X with big(g) X = X small(g) for all g."""
    n, d = big.shape[1], small.shape[1]
    rows = [np.kron(b, np.eye(d)) - np.kron(np.eye(n), s.T)
            for b, s in zip(big, small)]
    return n * d - np.linalg.matrix_rank(np.vstack(rows), tol=1e-8)


def show(values, digits=4):
    return " ".join(f"{round(float(v), digits) + 0.0:.{digits}f}"
                    for v in np.ravel(values))


# D3 as rotations of space: threefold axis z, twofold axes in the xy plane
names = ["e", "C3", "C3^2", "C2a", "C2b", "C2c"]
axis_angles = np.array([0, 60, 120])
d3 = []
for angle in np.radians([0, 120, 240]):
    c, s = np.cos(angle), np.sin(angle)
    d3.append([[c, -s, 0], [s, c, 0], [0, 0, 1]])
for phi in np.radians(axis_angles):
    c, s = np.cos(2 * phi), np.sin(2 * phi)
    d3.append([[c, s, 0], [s, -c, 0], [0, 0, -1]])
d3 = np.array(d3)

# Several groups, split numerically
cycle = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
quarter_turn = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
groups = {
    "C3": generate([np.array([[np.exp(2j * np.pi / 3)]])]),
    "D3": d3,
    "Q8": generate([np.diag([1j, -1j]), np.array([[0, 1], [-1, 0]])]),
    "T": generate([np.diag([-1, -1, 1]), cycle]),
    "O": generate([quarter_turn, cycle]),
}
print("Numerical splitting of regular representations (dimension x copies)")
for label, elements in groups.items():
    rep = regular(elements)
    found = split_numerically(rep)
    assert all(d == m for d, m in found)
    assert sum(d * d for d, m in found) == len(elements)
    if label != "D3":                      # defining matrices are irreducible
        assert copies(rep, elements) == elements.shape[1]
    print(f"{label}: order {len(elements)}; "
          + ", ".join(f"{d}x{m}" for d, m in found))

# Orthogonality of matrix elements for the three-dimensional irrep of O
o = groups["O"]
overlap = np.einsum("gij,gkl->ijkl", o, o.conj()) / len(o)
expected = np.einsum("ik,jl->ijkl", np.eye(3), np.eye(3)) / 3
assert np.allclose(overlap, expected)

# Real scalars: C3 violates the sum rule
c3_regular = regular(groups["C3"])
a = rng.normal(size=(3, 3))
real_symmetric = np.mean([g @ (a + a.T) @ g.T for g in c3_regular], axis=0)
values, vectors = np.linalg.eigh(real_symmetric)
real_blocks = clusters(values)
real_dims = sorted(len(c) for c in real_blocks)
plane = vectors[:, [c for c in real_blocks if len(c) == 2][0]]
turn = plane.T @ c3_regular[1] @ plane
assert real_dims == [1, 2]
assert np.abs(np.linalg.eigvals(turn).imag).min() > 0.5  # no real eigenvector
real_sum = sum(d * d for d in real_dims)
assert real_sum != len(c3_regular)
print(f"C3 over the reals: dimensions {real_dims}, squares sum to {real_sum}")

# Explicit reduction for D3
left, right = regular(d3), regular(d3, "right")
order = len(d3)
for g in range(order):
    for h in range(order):
        assert np.array_equal(left[g] @ left[h], left[find(d3, d3[g] @ d3[h])])
characters = np.trace(left, axis1=1, axis2=2)
assert np.array_equal(characters, [order, 0, 0, 0, 0, 0])
irreps = {"A1": np.ones((order, 1, 1)), "A2": d3[:, 2:, 2:],
          "E": d3[:, :2, :2]}
weighted = sum(D.shape[1] * np.trace(D, axis1=1, axis2=2)
               for D in irreps.values())
assert np.allclose(weighted, characters)
columns, labels = [], []
for label, D in irreps.items():
    d = D.shape[1]
    assert copies(left, D) == d
    for j in range(d):
        for i in range(d):
            columns.append(np.sqrt(d / order) * D[:, i, j].conj())
            labels.append(f"{label};{i + 1}{j + 1}")
U = np.array(columns).T
assert np.allclose(U.conj().T @ U, np.eye(order))
A1, A2, E = irreps.values()
for g in range(order):
    assert np.allclose(U.conj().T @ left[g] @ U,
                       block_diag(A1[g], A2[g], E[g], E[g]))
    assert np.allclose(U.conj().T @ right[g] @ U,
                       block_diag(A1[g], A2[g], np.kron(E[g].conj(), np.eye(2))))
print("D3 twofold axis angles a, b, c (degrees):", *axis_angles)
print("D3 products, row element times column element:", *names)
for g in range(order):
    row = [names[int(left[g][:, h].argmax())] for h in range(order)]
    print(f"  {names[g]}: " + " ".join(row))
print("Character of regular representation:", show(characters, 0))
print("E matrices (11 12 21 22), then A2:")
for g in range(order):
    print(f"  {names[g]}: {show(E[g])} ; {show(A2[g], 0)}")
print("Reducing basis vectors (irrep;ij), components on", *names)
for label, column in zip(labels, U.T):
    print(f"  {label}: {show(column)}")

# Hopping model on the six images of a general point
radius, height, angle_deg = 3.0, 2.0, 10.0
strength, decay = 1.0, 2.0
angle = np.radians(angle_deg)
point = np.array([radius * np.cos(angle), radius * np.sin(angle), height])


def hopping_matrix(sites):
    distance = np.linalg.norm(sites[:, None] - sites[None, :], axis=2)
    matrix = -strength * np.exp(-distance / decay)
    np.fill_diagonal(matrix, 0.0)          # on-site energy is the zero
    return matrix, distance


sites = d3 @ point
H, distance = hopping_matrix(sites)
assert distance[~np.eye(order, dtype=bool)].min() > 0.1  # six distinct sites
for g in range(order):
    assert np.allclose(left[g] @ H, H @ left[g])
h = H[0]                                   # h(t): amplitude between e and t
assert np.allclose(H, np.einsum("t,tij->ij", h, right))
M = np.einsum("t,tkj->kj", h, E.conj())
p, (ha, hb, hc) = h[1], h[3:]
root = np.sqrt(ha**2 + hb**2 + hc**2 - ha * hb - hb * hc - hc * ha)
levels = {"A1": h[0] + 2 * p + ha + hb + hc,
          "A2": h[0] + 2 * p - ha - hb - hc,
          "E lower": h[0] - p - root, "E upper": h[0] - p + root}
assert np.allclose(U.conj().T @ H @ U,
                   block_diag(levels["A1"], levels["A2"],
                              np.kron(M, np.eye(2))))
predicted = sorted([levels["A1"], levels["A2"]]
                   + 2 * [levels["E lower"], levels["E upper"]])
numerical = np.linalg.eigvalsh(H)
assert np.allclose(numerical, predicted, atol=1e-12)
assert degeneracies(H) == [1, 1, 2, 2]

# Equal twofold amplitudes make the two E pairs coincide
h_equal = np.array([0, p, p, ha, ha, ha])
equal_degeneracies = degeneracies(np.einsum("t,tij->ij", h_equal, right))
assert equal_degeneracies == [1, 1, 4]

# A point on a twofold axis has fewer images: not the regular representation
special = []
for site in d3 @ np.array([radius, 0, 0]):
    if not any(np.allclose(site, other) for other in special):
        special.append(site)
special = np.array(special)
permutation = np.array([[[float(np.allclose(x, g @ y)) for y in special]
                         for x in special] for g in d3])
content = {label: int(copies(permutation, D)) for label, D in irreps.items()}
assert len(special) == 3 and content == {"A1": 1, "A2": 0, "E": 1}
assert degeneracies(hopping_matrix(special)[0]) == [1, 2]

rydberg_ev = physical_constants["Rydberg constant times hc in eV"][0]
print(f"Model: radius {radius} bohr, height {height} bohr, "
      f"azimuth {angle_deg} degrees")
print(f"Hopping -V exp(-r/s): V = {strength} Ry, s = {decay} bohr; on-site 0 Ry")
for t in (1, 3, 4, 5):
    print(f"  e to {names[t]}: distance {distance[0, t]:.4f} bohr, "
          f"amplitude {h[t]:.6f} Ry")
print("E copy-space matrix M (11 12 21 22), Ry:", show(M, 6))
print(f"Square root in the E levels: {root:.6f} Ry")
for label, energy in levels.items():
    count = int(np.sum(np.abs(numerical - energy) < 1e-9))
    print(f"  {label}: {energy:.6f} Ry = {energy * rydberg_ev:.4f} eV, "
          f"degeneracy {count}")
print("Degeneracies if a = b = c:", equal_degeneracies)
print(f"Point on twofold axis: {len(special)} sites, content {content}")
print("finished without a failed check")
```

Output:

```
Numerical splitting of regular representations (dimension x copies)
C3: order 3; 1x1, 1x1, 1x1
D3: order 6; 1x1, 1x1, 2x2
Q8: order 8; 1x1, 1x1, 1x1, 1x1, 2x2
T: order 12; 1x1, 1x1, 1x1, 3x3
O: order 24; 1x1, 1x1, 2x2, 3x3, 3x3
C3 over the reals: dimensions [1, 2], squares sum to 5
D3 twofold axis angles a, b, c (degrees): 0 60 120
D3 products, row element times column element: e C3 C3^2 C2a C2b C2c
  e: e C3 C3^2 C2a C2b C2c
  C3: C3 C3^2 e C2b C2c C2a
  C3^2: C3^2 e C3 C2c C2a C2b
  C2a: C2a C2c C2b e C3^2 C3
  C2b: C2b C2a C2c C3 e C3^2
  C2c: C2c C2b C2a C3^2 C3 e
Character of regular representation: 6 0 0 0 0 0
E matrices (11 12 21 22), then A2:
  e: 1.0000 0.0000 0.0000 1.0000 ; 1
  C3: -0.5000 -0.8660 0.8660 -0.5000 ; 1
  C3^2: -0.5000 0.8660 -0.8660 -0.5000 ; 1
  C2a: 1.0000 0.0000 0.0000 -1.0000 ; -1
  C2b: -0.5000 0.8660 0.8660 0.5000 ; -1
  C2c: -0.5000 -0.8660 -0.8660 0.5000 ; -1
Reducing basis vectors (irrep;ij), components on e C3 C3^2 C2a C2b C2c
  A1;11: 0.4082 0.4082 0.4082 0.4082 0.4082 0.4082
  A2;11: 0.4082 0.4082 0.4082 -0.4082 -0.4082 -0.4082
  E;11: 0.5774 -0.2887 -0.2887 0.5774 -0.2887 -0.2887
  E;21: 0.0000 0.5000 -0.5000 0.0000 0.5000 -0.5000
  E;12: 0.0000 -0.5000 0.5000 0.0000 0.5000 -0.5000
  E;22: 0.5774 -0.2887 -0.2887 -0.5774 0.2887 0.2887
Model: radius 3.0 bohr, height 2.0 bohr, azimuth 10.0 degrees
Hopping -V exp(-r/s): V = 1.0 Ry, s = 2.0 bohr; on-site 0 Ry
  e to C3: distance 5.1962 bohr, amplitude -0.074417 Ry
  e to C2a: distance 4.1335 bohr, amplitude -0.126599 Ry
  e to C2b: distance 6.0931 bohr, amplitude -0.047523 Ry
  e to C2c: distance 6.9129 bohr, amplitude -0.031541 Ry
E copy-space matrix M (11 12 21 22), Ry: -0.012650 -0.013841 -0.013841 0.161483
Square root in the E levels: 0.088160 Ry
  A1: -0.354496 Ry = -4.8232 eV, degeneracy 1
  A2: 0.056829 Ry = 0.7732 eV, degeneracy 1
  E lower: -0.013744 Ry = -0.1870 eV, degeneracy 2
  E upper: 0.162577 Ry = 2.2120 eV, degeneracy 2
Degeneracies if a = b = c: [1, 1, 4]
Point on twofold axis: 3 sites, content {'A1': 1, 'A2': 0, 'E': 1}
finished without a failed check
```
